# Universal Thermal Conductance of a Single Channel for Exclusion Statistics: test program

```python
"""
Result under test: a perfectly transmitting single channel has thermal
conductance K = pi^2 k^2 T / (3 h) in the degenerate limit, for bosons (g=0),
fermions (g=1) and Haldane exclusion statistics with any parameter g > 0.

Symbols: x = (E - mu)/kT; n = mean occupation of a bare state = 1/(w + g),
where g ln w + (1-g) ln(1+w) = x.  K is the heat current divided by the
temperature difference at zero particle current.
Hartree atomic units: hbar = 1, h = 2 pi; temperatures are carried as kT,
so conductances are K/k in units of hartree/hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

PLANCK = 2 * np.pi
KT = 1.0e-5                  # hartree, chosen
MU = 40 * KT                 # above the bottom of the parabolic channel
CHAIN_TOP = 40 * KT          # highest phonon energy of the harmonic chain
STEP = 1.0e-3                # relative temperature difference


def occupation(x, g):
    """Exclusion-statistics occupation, by Newton iteration for ln w."""
    x = np.asarray(x, dtype=float)
    if g == 0:
        return 1 / np.expm1(x)
    log_w = x.copy()
    for _ in range(50):
        residual = g * log_w + (1 - g) * np.logaddexp(0, log_w) - x
        slope = g + (1 - g) / (1 + np.exp(-log_w))
        log_w = log_w - residual / slope
    return 1 / (np.exp(log_w) + g)


def panel_grid(upper, panels=160, order=16):
    """Composite Gauss-Legendre nodes and weights on (0, upper)."""
    node, weight = np.polynomial.legendre.leggauss(order)
    width = upper / panels
    left = width * np.arange(panels)[:, None]
    points = left + width * (node + 1) / 2
    return points.ravel(), np.tile(weight * width / 2, panels)


def currents(g, mu, hot, cold):
    """Particle and heat current; each reservoir is a pair (mu, kT)."""
    k, weight = panel_grid(np.sqrt(2 * (mu + 45 * KT)))
    energy, velocity = k**2 / 2, k
    difference = (occupation((energy - hot[0]) / hot[1], g)
                  - occupation((energy - cold[0]) / cold[1], g))
    flow = weight * velocity * difference / (2 * np.pi)
    return flow.sum(), (flow * (energy - mu)).sum()


def open_circuit(g, mu):
    """K/k and d(mu)/d(kT) at zero particle current."""
    d_kt = STEP * KT

    def both(ratio):
        d_mu = ratio * d_kt
        return currents(g, mu, (mu + d_mu / 2, KT + d_kt / 2),
                        (mu - d_mu / 2, KT - d_kt / 2))

    ratio = brentq(lambda r: both(r)[0] / d_kt, -60, 60, xtol=1e-12)
    return both(ratio)[1] / d_kt, ratio


# The distribution against direct maximization of the state count
states = 100000
largest_count_error = 0.0
for g in (1 / 3, 1 / 2, 2.0):
    for x in (-1.0, 0.7):
        number = np.arange(1, int((states - (1 - g)) / g))
        log_count = (gammaln(states + (number - 1) * (1 - g) + 1)
                     - gammaln(number + 1)
                     - gammaln(states - g * number - (1 - g) + 1))
        best = number[np.argmax(log_count - x * number)] / states
        error = abs(best - float(occupation(x, g)))
        largest_count_error = max(largest_count_error, error)
assert largest_count_error < 5 / states

# Integrated occupation above a finite lower limit
x_low = -1.3
area = quad(lambda x: float(occupation(x, 0.5)), x_low, 45, limit=200)[0]
w_low = 1 / float(occupation(x_low, 0.5)) - 0.5
assert abs(area - np.log(1 + 1 / w_low)) < 1e-8

# Fermi and Bose parts, and the excess energy integral that they build
fermi_part = (quad(lambda t: -t / (np.exp(-t) + 1), -45, 0)[0]
              + quad(lambda t: t / (np.exp(t) + 1), 0, 45)[0])
bose_part = quad(lambda u: u / np.expm1(u) if u > 0 else 1.0, 0, 45)[0]
assert abs(fermi_part - np.pi**2 / 6) < 1e-8
assert abs(bose_part - np.pi**2 / 6) < 1e-8
excess = {}
for g in (1 / 3, 1 / 2, 2.0):
    below = quad(lambda x: x * (float(occupation(x, g)) - 1 / g),
                 -45, 0, limit=200)[0]
    above = quad(lambda x: x * float(occupation(x, g)), 0, 45, limit=200)[0]
    excess[g] = below + above
    assert abs(excess[g] - g * fermi_part - (1 - g) * bose_part) < 1e-6

# Conductance quantum and its conversion to SI
quantum = np.pi**2 * KT / (3 * PLANCK)
hartree = const.physical_constants["Hartree energy"][0]
kelvin = KT * hartree / const.k
to_watt_per_kelvin = const.k * hartree / const.hbar
quantum_si = np.pi**2 * const.k**2 * kelvin / (3 * const.h)
assert abs(quantum * to_watt_per_kelvin / quantum_si - 1) < 1e-8

print("kT = %.1e hartree" % KT)
print("T = %.4f K" % kelvin)
print("mu above band bottom = %.1e hartree" % MU)
print("relative temperature difference = %.0e" % STEP)
print("pi^2/3 = %.6f" % (np.pi**2 / 3))
print("Fermi part of energy integral = %.6f" % fermi_part)
print("Bose part of energy integral = %.6f" % bose_part)
for g, value in excess.items():
    print("excess energy integral, g=%.4f: %.6f" % (g, value))
print("largest error of n against counting = %.1e" % largest_count_error)
print("  (states in the count: %d)" % states)
print("quantum K/k = %.6e hartree/hbar" % quantum)
print("quantum K = %.5e W/K" % quantum_si)
print("quantum K/T = %.5e W/K^2" % (quantum_si / kelvin))

# Degenerate parabolic channel for several statistics
print("Degenerate channel: g, K/quantum, h*G, Lorenz ratio/(k/q)^2")
for g in (1 / 3, 1 / 2, 1.0, 2.0):
    conductance, ratio = open_circuit(g, MU)
    assert abs(conductance / quantum - 1) < 2e-6
    assert abs(ratio) < 1e-5
    d_mu = STEP * KT
    particle = currents(g, MU, (MU + d_mu / 2, KT),
                        (MU - d_mu / 2, KT))[0] / d_mu
    assert abs(particle * PLANCK * g - 1) < 1e-6
    lorenz = conductance / (particle * KT)
    assert abs(lorenz - g * np.pi**2 / 3) < 1e-4
    print("  %.4f  %.6f  %.5f  %.5f"
          % (g, conductance / quantum, particle * PLANCK, lorenz))

# Phonons of a harmonic chain: number not conserved, mu = 0
q, q_weight = panel_grid(np.pi)
phonon_energy = CHAIN_TOP * np.sin(q / 2)
phonon_velocity = CHAIN_TOP * np.cos(q / 2) / 2
hot_kt, cold_kt = KT * (1 + STEP / 2), KT * (1 - STEP / 2)
phonon_difference = (occupation(phonon_energy / hot_kt, 0)
                     - occupation(phonon_energy / cold_kt, 0))
phonon_heat = np.sum(q_weight * phonon_velocity * phonon_energy
                     * phonon_difference) / (2 * np.pi)
phonon_ratio = phonon_heat / (STEP * KT) / quantum
assert abs(phonon_ratio - 1) < 1e-6
print("top phonon energy = %.1e hartree" % CHAIN_TOP)
print("phonon chain K/quantum = %.6f" % phonon_ratio)

# Large temperature difference at equal chemical potential
hot_kt, cold_kt = 1.5 * KT, 0.5 * KT
leak, heat = currents(0.5, MU, (MU, hot_kt), (MU, cold_kt))
heat_law = np.pi**2 * (hot_kt**2 - cold_kt**2) / (6 * PLANCK)
assert abs(heat / heat_law - 1) < 1e-6
assert abs(leak) < 1e-7 * KT
print("Large difference, g=0.5: hot kT = %.2e hartree" % hot_kt)
print("  cold kT = %.2e hartree" % cold_kt)
print("  heat current = %.6e hartree^2/hbar" % heat)
print("  heat current / quadratic law = %.6f" % (heat / heat_law))

# Loss of universality when the channel is not degenerate
print("K/quantum against mu/kT above bottom: g=0.5, g=1, g=2")
for level in (20, 10, 5, 2, 0):
    row = [open_circuit(g, level * KT)[0] / quantum for g in (0.5, 1.0, 2.0)]
    print("  %3d  %.5f  %.5f  %.5f" % (level, *row))
    if level == 0:
        assert max(row) < 0.9 and max(row) - min(row) > 0.01
dilute_law = 3 * np.exp(-12) / np.pi**2
for g in (0.5, 1.0, 2.0):
    dilute = open_circuit(g, -12 * KT)[0] / quantum
    assert abs(dilute / dilute_law - 1) < 1e-3
    print("  mu/kT=-12, g=%.1f: K/quantum = %.4e" % (g, dilute))
print("  dilute law at mu/kT=-12: %.4e" % dilute_law)

# Conserved bosons as mu approaches the band bottom from below
print("Conserved bosons: alpha=(bottom-mu)/kT, K/quantum, deficit")
for alpha in (1e-2, 1e-4, 1e-6):
    start = np.log(np.expm1(alpha))
    moment = [quad(lambda t: np.logaddexp(0, t)**j * np.exp(-t), start, 45,
                   epsabs=1e-12, epsrel=1e-11, limit=400)[0]
              for j in range(3)]
    boson_ratio = (moment[2] - moment[1]**2 / moment[0]) * 3 / np.pi**2
    deficit_law = 3 / np.pi**2 * alpha * ((1 + np.log(1 / alpha))**2 + 1)
    if alpha < 1e-3:
        assert abs((1 - boson_ratio) / deficit_law - 1) < 1e-3
    print("  %.0e  %.6f  %.4e" % (alpha, boson_ratio, 1 - boson_ratio))

print("every check passed")
```

It prints:

```
kT = 1.0e-05 hartree
T = 3.1578 K
mu above band bottom = 4.0e-04 hartree
relative temperature difference = 1e-03
pi^2/3 = 3.289868
Fermi part of energy integral = 1.644934
Bose part of energy integral = 1.644934
excess energy integral, g=0.3333: 1.644934
excess energy integral, g=0.5000: 1.644934
excess energy integral, g=2.0000: 1.644934
largest error of n against counting = 6.7e-06
  (states in the count: 100000)
quantum K/k = 5.235988e-06 hartree/hbar
quantum K = 2.98859e-12 W/K
quantum K/T = 9.46431e-13 W/K^2
Degenerate channel: g, K/quantum, h*G, Lorenz ratio/(k/q)^2
  0.3333  1.000000  3.00000  1.09662
  0.5000  1.000000  2.00000  1.64493
  1.0000  1.000000  1.00000  3.28987
  2.0000  1.000000  0.50000  6.57973
top phonon energy = 4.0e-04 hartree
phonon chain K/quantum = 1.000000
Large difference, g=0.5: hot kT = 1.50e-05 hartree
  cold kT = 5.00e-06 hartree
  heat current = 5.235988e-11 hartree^2/hbar
  heat current / quadratic law = 1.000000
K/quantum against mu/kT above bottom: g=0.5, g=1, g=2
   20  1.00000  1.00000  0.99832
   10  1.00000  0.99832  0.92397
    5  0.99832  0.92414  0.65651
    2  0.85639  0.57503  0.34615
    0  0.28522  0.20792  0.14534
  mu/kT=-12, g=0.5: K/quantum = 1.8676e-06
  mu/kT=-12, g=1.0: K/quantum = 1.8676e-06
  mu/kT=-12, g=2.0: K/quantum = 1.8676e-06
  dilute law at mu/kT=-12: 1.8676e-06
Conserved bosons: alpha=(bottom-mu)/kT, K/quantum, deficit
  1e-02  0.900982  9.9018e-02
  1e-04  0.996801  3.1994e-03
  1e-06  0.999933  6.7024e-05
every check passed
```
